# Source-barrier narrowing and electrostatic length in a gated Schottky channel

A metal source ends in a flat face at $x=0$. A thin semiconductor body extends from it along $x>0$, separated from a gate by an insulator of thickness $t$. The relative permittivities of body and insulator are $\epsilon_s$ and $\epsilon_i$. The transverse coordinate $y$ starts at a plane where the normal field vanishes, crosses the body–insulator interface at $y=s$, and reaches the gate at $y=s+t$.

For a body of thickness $b$ between two identical gates, the zero-field plane is the midplane and $s=b/2$. For one gate, $s=b$ if the back face is field-free. That is an idealization, since a real substrate lets some field through.

The following assumptions hold throughout.

- Charge in the channel is negligible. Part (g) estimates its effect.
- The metal covers the whole end face, insulator included, so this face is an equipotential.
- The electron stays in one subband of fixed transverse shape, with one effective mass $m$. Image forces and penetration into the insulator are left out.

The algebra is in atomic units, with $m$ in electron masses. Numbers are in eV and Å. The band edge $E_c$ is that of the subband, measured from the source Fermi level. It equals the Schottky barrier $\Phi_B$ at the source and $E_\infty$ far inside a long channel. The band bending is $W=\Phi_B-E_\infty>0$.

## (a) The decay length

**Find the condition that fixes how the source potential decays into the channel, and identify the longest decay length.**

Far from the source nothing depends on $x$. Without charge, and with zero field at $y=0$, the potential there is uniform across the stack and equal to that of the gate. Hence $E_\infty$ moves one for one with the gate potential energy. Subtract this uniform solution and call the remaining potential energy $u(x,y)$. It obeys

$$\nabla\cdot(\epsilon\nabla u)=0,\qquad u(0,y)=W,\qquad u(x,s+t)=0,\qquad \partial_y u(x,0)=0,$$

and vanishes as $x\to\infty$. Insert $u=f(y)e^{-kx}$. The two $x$ derivatives give $k^2$, so

$$(\epsilon f')'+k^2\epsilon f=0,\qquad f'(0)=0,\qquad f(s+t)=0.$$

Multiplying by $f$ and integrating by parts gives $k^2\int\epsilon f^2dy=\int\epsilon f'^2dy$. The boundary terms vanish, so $k^2>0$ and every mode decays exponentially.

With the normalization $f(0)=1$, the solutions in the two layers are

$$f=\cos ky\ \ (y<s),\qquad f=B\sin[k(s+t-y)]\ \ (y>s).$$

The potential and the normal displacement are continuous at $y=s$:

$$\cos ks=B\sin kt,\qquad \epsilon_s\sin ks=\epsilon_iB\cos kt.$$

A common factor $-k$ has been removed from the second equation. Dividing it by the first and writing $\lambda=1/k$ gives

$$\boxed{\tan\frac{s}{\lambda}\,\tan\frac{t}{\lambda}=\frac{\epsilon_i}{\epsilon_s}}$$

For $0<k<\pi/[2\max(s,t)]$ both tangents are positive and increasing, and their product runs from zero to infinity. There is one root in this interval, and it has the smallest $k$. It defines the generalized electrostatic length $\lambda$, which therefore satisfies

$$\lambda>\frac{2}{\pi}\max(s,t).$$

All other modes have decay lengths below this bound. Far enough from the source, the longest mode alone remains.

## (b) The amplitude

**How large is the slowest mode, and what barrier does a subband electron see?**

Take two modes, multiply the equation of each by the other function, subtract and integrate. The result is $(k_n^2-k_m^2)\int\epsilon f_nf_m\,dy=0$, so different modes are orthogonal with weight $\epsilon$. Expanding the source value as $W=W\sum_n a_nf_n(y)$ and projecting on the slowest mode gives

$$a=\frac{\int\epsilon f\,dy}{\int\epsilon f^2\,dy}.$$

For the numerator, integrate the mode equation across the stack. Since $f'(0)=0$ and $f'(s+t)=-kB$,

$$k^2\int\epsilon f\,dy=-\epsilon_if'(s+t)=\epsilon_ikB,\qquad \int\epsilon f\,dy=\frac{\epsilon_iB}{k}.$$

The denominator is

$$\int\epsilon f^2dy=\epsilon_s\left[\frac s2+\frac{\sin ks\cos ks}{2k}\right]+\epsilon_iB^2\left[\frac t2-\frac{\sin kt\cos kt}{2k}\right].$$

By the matching equations, $\epsilon_iB^2\sin kt\cos kt=(B\sin kt)(\epsilon_iB\cos kt)=\epsilon_s\cos ks\sin ks$. The trigonometric terms cancel, leaving

$$a=\frac{2B\epsilon_i}{k(\epsilon_ss+\epsilon_iB^2t)},\qquad B=\frac{\cos ks}{\sin kt}.$$

This is the amplitude at $y=0$. A confined electron averages the potential over its transverse density. For hard walls the density is proportional to $\cos^2(\pi y/2s)$ with two gates and to $\sin^2(\pi y/s)$ with one. Set $\theta=ks$. For two gates, $2\cos^2(\pi y/2s)=1+\cos(\pi y/s)$, and

$$\langle f\rangle=\frac1s\int_0^s\left(1+\cos\frac{\pi y}{s}\right)\cos ky\,dy
=\frac{\sin\theta}{\theta}\left[1+\frac{\theta^2}{\pi^2-\theta^2}\right]
=\frac{\sin\theta}{\theta}\,\frac{\pi^2}{\pi^2-\theta^2}.$$

For one gate, $2\sin^2(\pi y/s)=1-\cos(2\pi y/s)$, and the same integration replaces $\pi^2$ by $4\pi^2$. With $A=a\langle f\rangle$, the subband edge beyond the range of the faster modes is

$$E_c(x)\simeq E_\infty+AWe^{-x/\lambda}.$$

At $x=0$ the average of $u$ is $W$ because the metal face is an equipotential. If $A\ne1$, the faster modes supply the difference. Setting $A=1$ gives the simple one-exponential barrier, which is an approximation.

## (c) Two limits

**When does the length reduce to a square root of thicknesses, and what replaces that form when the insulator is thick?**

Let $r=\epsilon_i/\epsilon_s$. If $r$ is small at fixed thicknesses, $ks$ and $kt$ are small too. Using $\tan z=z+z^3/3+\dots$,

$$k^2st\left[1+\frac{k^2(s^2+t^2)}3+\dots\right]=r.$$

Divide by $k^2r$, and use the leading result $k^2=r/(st)$ in the correction:

$$\lambda^2=\frac{\epsilon_s}{\epsilon_i}st+\frac{s^2+t^2}{3}+O(r).$$

The first term alone is the square-root form. It requires $(ks)^2\simeq rs/t$ and $(kt)^2\simeq rt/s$ both to be small, so thin layers alone are not sufficient: their ratio matters.

In the opposite limit the insulator is much thicker than the body and $s/(rt)\ll1$. Then $kt=\pi/2-\delta$ with small $\delta$. Since $\tan kt=\cot\delta\simeq1/\delta$ and $\tan ks\simeq\pi s/(2t)$, the root condition gives $\delta\simeq\pi s/(2rt)$. Therefore

$$\lambda=\frac{t}{\pi/2-\delta}\simeq\frac{2t}{\pi}\left(1+\frac{2\delta}{\pi}\right)=\frac2\pi\left(t+\frac{\epsilon_s}{\epsilon_i}s\right).$$

A higher insulator permittivity cannot push $\lambda$ below $2t/\pi$. The capacitance per area depends on $t/\epsilon_i$, but $\lambda$ depends on $t$ and $\epsilon_i$ separately.

## (d) Which geometry variables shorten the length?

**Determine the response of $\lambda$ to each variable of the planar channel.**

Take the logarithm of the root condition. For $0<z<\pi/2$,

$$\frac{d\ln\tan z}{d\ln z}=\frac{z}{\sin z\cos z}=\frac{2z}{\sin2z}\equiv g(z)>1.$$

With $g_s=g(s/\lambda)$, $g_t=g(t/\lambda)$ and $d\ln k=-d\ln\lambda$,

$$g_s(d\ln s-d\ln\lambda)+g_t(d\ln t-d\ln\lambda)=-d\ln(\epsilon_s/\epsilon_i),$$

$$d\ln\lambda=\frac{g_s\,d\ln s+g_t\,d\ln t+d\ln(\epsilon_s/\epsilon_i)}{g_s+g_t}.$$

Every coefficient is positive. This answers the question for the planar channel:

- A thinner body shortens $\lambda$.
- A thinner insulator shortens $\lambda$.
- A second gate on the same body halves $s$, and so shortens $\lambda$.
- Among the material variables, a smaller $\epsilon_s/\epsilon_i$ shortens $\lambda$.

The two thickness coefficients sum to one, because scaling both thicknesses together scales $\lambda$ by the same factor. In the square-root limit each is one half. Since $g$ increases with its argument, an equal percentage reduction is more effective in the thicker layer.

The width of a wide sheet, perpendicular to $x$ and $y$, does not enter because the problem is uniform in that direction. Channel length does not enter the transverse equation either. If a drain at $x=L$ imposes $u=0$, the slowest mode becomes

$$\frac{\sinh[(L-x)/\lambda]}{\sinh(L/\lambda)}=e^{-x/\lambda}\,\frac{1-e^{-2(L-x)/\lambda}}{1-e^{-2L/\lambda}}.$$

Near the source the correction is exponentially small for $L\gg\lambda$. A drain held at another potential adds a term of order $e^{-(L-x)/\lambda}$, with the same $\lambda$. In a short channel these terms change the barrier, although the length itself is unchanged.

## (e) A wire wrapped by its gate

**Repeat the calculation for a cylindrical body of radius $R$.**

Let the gate radius be $b_g=R+t$ and let $\rho$ be the radial coordinate. The mode equation is

$$\frac1\rho(\rho\epsilon f')'+k^2\epsilon f=0.$$

The regular core solution is $J_0(k\rho)$. In the insulator, the combination vanishing at the gate is

$$Z(\rho)=J_0(k\rho)Y_0(kb_g)-Y_0(k\rho)J_0(kb_g).$$

Continuity of $f$ and $\epsilon f'$, with $J_0'=-J_1$, gives

$$\epsilon_sk\frac{J_1(kR)}{J_0(kR)}=-\epsilon_i\frac{Z'(R)}{Z(R)}.$$

The smallest positive root gives $\lambda=1/k$. For small $\epsilon_i/\epsilon_s$, $k$ is small and the left side tends to $\epsilon_sk^2R/2$. The insulator function becomes proportional to $\ln(b_g/\rho)$, so $-Z'(R)/Z(R)=1/[R\ln(b_g/R)]$. Hence

$$\lambda^2\simeq\frac{\epsilon_sR^2}{2\epsilon_i}\ln\left(1+\frac tR\right).$$

Since $\ln(1+t/R)<t/R$, this is less than half of the leading two-gate value $\epsilon_sRt/\epsilon_i$ at $s=R$. In this limit, wrapping the gate shortens $\lambda$ by more than a factor $\sqrt2$.

## (f) Barrier width and tunnelling

**Find the width at a given energy, its response to the gate, and the tunnelling exponent.**

Let the electron have energy $e$ above $E_\infty$, with $0<e<W$. At the exit point $AWe^{-w/\lambda}=e$, so

$$w=\lambda\ln\frac{AW}{e}.$$

To follow a fixed energy relative to the source Fermi level, use its depth $d=W-e$ below the barrier top. For $A=1$,

$$w=-\lambda\ln\left(1-\frac dW\right),\qquad \left(\frac{\partial w}{\partial W}\right)_d=-\frac{\lambda d}{W(W-d)}<0.$$

The gate narrows the barrier by raising $W$. The band edge falls exponentially with position, as $e^{-x/\lambda}$. The width is not exponential in gate voltage: for $W\gg d$ this $A=1$ formula falls as $\lambda d/W$. An amplitude $A\ne1$ adds the constant $\lambda\ln A$, as long as the exit point lies beyond the range of the faster modes. At larger $W$ the exit point approaches the metal, and the added width shrinks towards zero. At fixed $\Phi_B$, raising $W$ also lowers $E_\infty$ towards the source Fermi level, so channel charge limits how far $W$ can go. With the parameters of part (g) at 300 K the charge-free picture fails near $W\simeq0.39$ eV, so $W\gg d$ is reached there only for $d$ well below 0.15 eV.

The semiclassical (WKB) transmission, without its prefactor, for $A=1$ is

$$-\ln T=2\int_0^w\sqrt{2m(We^{-x/\lambda}-e)}\,dx.$$

Put $v=We^{-x/\lambda}$, so $dx=-\lambda\,dv/v$, and then $q=\sqrt{v-e}$, so $dv=2q\,dq$:

$$-\ln T=2\lambda\sqrt{2m}\int_0^{\sqrt{d}}\frac{2q^2}{q^2+e}\,dq
=4\lambda\sqrt{2m}\left[\sqrt d-\sqrt e\arctan\sqrt{\frac de}\right].$$

At fixed $W$ and $e$ the exponent is proportional to $\lambda$, so $T$ is exponential in the electrostatic length. For $e\gg d$, $\arctan z\simeq z-z^3/3$ reduces the bracket to $d^{3/2}/(3e)$. Since $e\simeq W$ in this limit,

$$-\ln T\simeq\frac{4\sqrt{2m}\,d^{3/2}}{3(W/\lambda)}.$$

This is the exponent of a triangular barrier of slope $W/\lambda$. In this limit the barrier lies close to the metal, within the range of the faster modes, where the one-exponential form is least accurate. For the one-gate, two-gate and wire geometries of part (g), the slope of the full solution at the source is 0.84, 0.77 and 0.69 times $W/\lambda$, and at $d/W=0.1$ the exponent of the full barrier is about 1.15, 1.26 and 1.39 times the $A=1$ value.

Replacing $W$ by $AW$ in the exponent, at fixed $e$, includes the amplitude of the slowest mode. For $A>1$ this replacement makes the barrier too high close to the metal, where the faster modes bring it back to $W$.

## (g) A worked comparison

**Compare one gate, two gates and a wrapped wire for a body 60 Å thick. Use $t=20$ Å, $\epsilon_s=12$, $\epsilon_i=4$, $m=0.2$, $\Phi_B=0.45$ eV, $W=0.30$ eV and $e=0.15$ eV.**

These are round model parameters. For one gate, $s=60$ Å, and the square-root form gives $\sqrt{3\times60\times20}=60$ Å. Including the second term gives

$$\lambda\simeq\sqrt{3600+\frac{3600+400}{3}}\simeq70.2\ \text{Å},$$

close to the root, 70.4 Å. For two gates, $s=30$ Å and the root is 47.2 Å (89.1 bohr). For the wire, $R=30$ Å and the root is 30.0 Å, against 26.3 Å from the approximate formula of part (e), which assumes small $\epsilon_i/\epsilon_s$.

With $A=1$, the two-gate width is $47.2\ln2\simeq32.7$ Å. The amplitude $A=1.079$ adds $47.2\ln1.079\simeq3.6$ Å, giving 36.3 Å. A direct two-dimensional solution of the electrostatic problem, averaged over the subband, gives 36.0 Å. For the wire, $A$ is found by the same projection, done numerically with the radial weight $\rho$ and the hard-wall density $J_0^2(j_{01}\rho/R)$, where $j_{01}$ is the first zero of $J_0$. Results for the three geometries are:

| Geometry | $\lambda$ (Å) | $A$ | 2D width (Å) | $-\ln T$, $A=1$ | $-\ln T$, 2D |
|---|---:|---:|---:|---:|---:|
| One gate | 70.4 | 1.03 | 50.7 | 5.37 | 5.66 |
| Two gates | 47.2 | 1.08 | 36.0 | 3.59 | 4.06 |
| Wire | 30.0 | 1.17 | 24.7 | 2.28 | 2.80 |

The last column applies the WKB integral to the two-dimensional barrier. From one gate to the wire, the WKB estimate of $T$ rises by a factor $e^{5.66-2.80}\simeq17$. The simple exponent is lower than the two-dimensional one by about 5%, 12% and 19% in the three rows, relative to the latter. With the amplitude included it becomes 5.69, 4.25 and 3.18, too high by less than 1%, about 5% and about 14%. The single-mode description is thus least accurate for the wire, although the wire has the shortest $\lambda$.

These exponents belong to the model and are not predictions for a device. The neglected image force is larger than the differences just discussed. Adding the bulk image term $-1/(4\epsilon_sx)$, a rough estimate that ignores screening by the gate, lowers the barrier top by 0.07 to 0.09 eV and reduces $-\ln T$ to about 4.4, 2.8 and 1.6; the ratio of $T$ between wire and one gate stays near 15. The rows also share one $\Phi_B$ for the subband edge. With the same metal and semiconductor, the hard-wall confinement energy, 0.052 eV in the 60 Å slab and 0.122 eV in the wire, would raise the barrier of the wire by about 0.07 eV relative to the slab.

For one gate, the coefficients of part (d) are 0.62 for the body and 0.38 for the insulator. A 10% thinner body therefore shortens $\lambda$ by about 6%, and a 10% thinner insulator by about 4%. Per ångström removed the order reverses: $0.62\times70.4/60\simeq0.7$ for the body against $0.38\times70.4/20\simeq1.3$ for the insulator. For the wire, the numerical coefficients are 0.60 and 0.40, so both thicknesses act in the same direction there.

Now keep the two-gate body but make both $t$ and $\epsilon_i$ six times larger. The insulator capacitance per area is unchanged, yet $\lambda$ rises from 47 to 86 Å. The thick-insulator formula gives $(2/\pi)(120+30/2)\simeq86$ Å, while the square-root form would have predicted no change.

For the gate response, fix $d=0.15$ eV in the two-gate channel. As $W$ increases through 0.20, 0.25 and 0.30 eV, the two-dimensional width falls from 69.0 to 46.7 to 36.0 Å. The formula with $A=1$ gives 65.4, 43.2 and 32.7 Å. The differences, 3.3 to 3.6 Å, are close to the predicted constant $\lambda\ln A\simeq3.6$ Å.

The dependence of $T$ on $\lambda$ was also tested with the wave equation for the simple exponential barrier. Between $\lambda=100$ and 200 Å, $-\ln T$ grows by 0.0759 per Å on average, against 0.0762 per Å from WKB. These lengths exceed those in the table; for shorter barriers WKB is less accurate, and at $\lambda=30$ Å the local slope is 0.071 per Å. The omitted prefactor also matters for $T$ itself. With a metal band floor 5 eV below the electron energy and the same mass, the wave equation for the two-dimensional barriers of the table gives $-\ln T$ of 6.11, 4.53 and 3.33, about 0.5 above the WKB values, and a ratio of 16 between wire and one gate.

Two changes to the one-gate boundaries were also tried. With the drain at $u=0$, as in the calculations above, shortening the channel from 600 to 300 Å changes the width by less than 0.1 Å. A drain at another potential adds the term of order $e^{-(L-x)/\lambda}$ from part (d). At $L=300$ Å this factor is about 0.03 at the exit point, so a drain at $u=\pm W$ moves that point by about 3 Å. If the metal no longer covers the insulator end face, and the normal field there is zero, the decay length agrees with the original to within 0.1%, but the width drops from 50.7 to 49.5 Å. The source shape alters the amplitudes; the transverse stack sets $\lambda$.

Finally, consider the neglected charge. At temperature $\mathcal T$, and for $E_\infty\gg k_B\mathcal T$, one spin-degenerate subband in equilibrium with the source has sheet density

$$n=\frac{mk_B\mathcal T}{\pi}e^{-E_\infty/k_B\mathcal T}.$$

If this charge is spread evenly over the body of the one-gate device, the field grows linearly from zero at $y=0$ to the interface and is constant in the insulator. The potential-energy shift at $y=0$ is then

$$\Delta E=4\pi n\left(\frac{s}{2\epsilon_s}+\frac{t}{\epsilon_i}\right).$$

The subband edge shifts by the average over the body, which is somewhat smaller, so $\Delta E$ serves here as a slight overestimate. At 300 K, with $E_\infty=0.15$ eV, it is about 0.9 meV, or 0.3% of $W$. The estimate grows exponentially as $E_\infty$ approaches the source Fermi level. To see when it matters, let $E_g$ be the band edge that the gate would impose without charge, so that $E_\infty=E_g+\Delta E$. Since $\Delta E\propto e^{-E_\infty/k_B\mathcal T}$, differentiation gives

$$\frac{dE_\infty}{dE_g}=\frac{1}{1+\Delta E/k_B\mathcal T}.$$

Here this is about 0.97. Once the shift is comparable with $k_B\mathcal T$, about 26 meV at 300 K, the band edge no longer follows the gate one for one, and the charge-free solution must be replaced by a self-consistent one. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
body 60 A, insulator 20 A, permittivities 12 and 4
mass 0.2 m_e, barrier 0.45 eV, bending 0.30 eV
energy above far channel edge e = 0.15 eV
one gate: amplitude at zero-field plane 1.140
one gate: lambda 70.44 A, from 2D decay 70.48 A, thin-body form 60.00 A
one gate: subband amplitude A 1.026
one gate: width A=1 48.8 A, with A 50.6 A, 2D 50.7 A
one gate: -ln T A=1 5.37, with A 5.69, 2D barrier 5.66; T(2D barrier) 0.003
two gates: amplitude at zero-field plane 1.108
two gates: lambda 47.17 A, from 2D decay 47.17 A, thin-body form 42.43 A
two gates: subband amplitude A 1.079
two gates: width A=1 32.7 A, with A 36.3 A, 2D 36.0 A
two gates: -ln T A=1 3.59, with A 4.25, 2D barrier 4.06; T(2D barrier) 0.017
wire: lambda 29.99 A, from 2D decay 30.07 A, thin-body form 26.26 A
wire: subband amplitude A 1.168
wire: width A=1 20.8 A, with A 25.5 A, 2D 24.7 A
wire: -ln T A=1 2.28, with A 3.18, 2D barrier 2.80; T(2D barrier) 0.061
two gates: lambda 89.13 bohr
one gate: d ln lambda / d ln(body, insulator, eps ratio) = 0.619, 0.381, 0.360
two gates: d ln lambda / d ln(body, insulator, eps ratio) = 0.541, 0.459, 0.406
wire: d ln lambda / d ln(body, insulator, eps ratio) = 0.601, 0.399, 0.386
one gate: two-term lambda 70.24 A
thick film 120 A, permittivity 24: lambda 86.24 A, lower bound 76.39 A
two gates, depth 0.15 eV, bending 0.20 eV: width A=1 65.4 A, 2D 69.0 A
two gates, depth 0.15 eV, bending 0.25 eV: width A=1 43.2 A, 2D 46.7 A
two gates, depth 0.15 eV, bending 0.30 eV: width A=1 32.7 A, 2D 36.0 A
one gate: 2D width at length 300 A 50.67 A, at 600 A 50.71 A
one gate, insulator face uncovered: lambda 70.47 A, 2D width 49.5 A
d(-ln T)/d lambda: wave equation 0.07594 per A, WKB 0.07617 per A
300 K sheet density 6.52e-07 per A^2, band-edge shift 0.00089 eV
```
